The silicon-29 NMR multiplet of octahedral hexafluorosilicate

**Problem**

When fluoride attacks silica in acid solution, one of the dissolved products is the hexafluorosilicate ion, SiF₆²⁻. Six fluorine nuclei surround the silicon at the corners of a regular octahedron. Both ²⁹Si and ¹⁹F have spin 1/2. The ²⁹Si spectrum is recorded in isotropic solution without irradiating the fluorine, and the fluorines stay on their silicon long enough for the coupling to be resolved.

(a) Show whether couplings among the fluorines affect the silicon spectrum.

(b) Find the number of silicon lines, their positions and their relative intensities.

(c) Evaluate the pattern for a silicon-fluorine coupling J = 110 Hz and Larmor frequencies of magnitude 80 MHz for ²⁹Si and 380 MHz for ¹⁹F. Estimate the errors due to the finite Larmor frequencies and to the thermal polarization of fluorine at 298 K.

(d) State how slow fluorine exchange must be, and what happens when it is not slow.

**Solution**

**The Hamiltonian.** Let S be the silicon spin, Iᵢ the spin of fluorine i, and F = I₁ + ... + I₆ the total fluorine spin, all in units of ħ. A rotation of the octahedron can carry any fluorine to the place of any other, so the six silicon-fluorine couplings are equal and

Σᵢ J S·Iᵢ = J S·F.

Dividing energies by Planck's constant h gives

H/h = νS Sz + νF Fz + J S·F + V, with V = Σ(i<j) Jᵢⱼ Iᵢ·Iⱼ.

The fluorine-fluorine couplings Jᵢⱼ may differ between neighbouring (cis) and opposite (trans) pairs. The Larmor frequencies carry signs, ν = −γB/2π, where γ is the gyromagnetic ratio and B the field. Since γ is negative for ²⁹Si and positive for ¹⁹F, νS = +80 MHz and νF = −380 MHz.

**(a) Fluorine-fluorine couplings.** For two spins 1/2,

(Iᵢ + Iⱼ)² = 3/4 + 3/4 + 2 Iᵢ·Iⱼ,

Iᵢ·Iⱼ = ½[(Iᵢ + Iⱼ)² − 3/2].

The square of an angular momentum commutes with each of its components, so Iᵢ·Iⱼ commutes with Iᵢ + Iⱼ. It also commutes with the other four fluorine spins, on which it does not act. Hence V commutes with every component of F. It contains no silicon operator, so it commutes with S as well, and therefore with all the rest of H.

The detected signal is the average of S₊ = Sx + iSy, which evolves as

S₊(t) = exp(iHt/ħ) S₊ exp(−iHt/ħ).

Write H = H₀ + hV. Because V commutes with H₀, each exponential splits into a factor with H₀ and a factor with V. Because V also commutes with S₊, the two V factors meet and cancel:

S₊(t) = exp(iH₀t/ħ) S₊ exp(−iH₀t/ħ).

The fluorine-fluorine couplings therefore neither shift nor split the silicon lines, whatever their cis and trans values. The argument needs equal silicon-fluorine couplings, since otherwise the coupling term could not be written with F alone.

**(b) Positions and intensities.** With S± = Sx ± iSy and F± = Fx ± iFy,

S·F = Sz Fz + ½(S₊F₋ + S₋F₊).

The second part flips silicon one way and a fluorine the other. It connects states whose energies differ by about h(νS − νF), with νS − νF = 80 + 380 = 460 MHz, which is far larger than J. To first order it can be dropped. With s = ±1/2 for silicon and m for the eigenvalue of Fz,

E(s, m)/h = νS s + νF m + J s m.

A silicon transition takes s from −1/2 to +1/2 and leaves m unchanged:

ν(m) = [E(+1/2, m) − E(−1/2, m)]/h = νS + Jm.

Six spins 1/2 give m = −3, −2, −1, 0, 1, 2, 3, and hence seven equally spaced lines. Reversing the sign of J exchanges the lines m and −m, which leaves the pattern as it was.

The intensity of a line is the number of fluorine configurations with that m, because the configurations are almost equally populated and the matrix element of S₊ is the same for each. To count them, let one fluorine contribute x^(1/2) if its spin is up and x^(−1/2) if it is down. In the product over six fluorines the exponent of x is m:

(x^(1/2) + x^(−1/2))⁶ = Σₙ C(6, n) x^(n/2) x^(−(6−n)/2) = Σₙ C(6, n) x^(n−3).

Here n is the number of up spins, so n = m + 3 and

intensity(m) ∝ C(6, m + 3).

The coefficients are C(6,0) = 1, C(6,1) = 6, C(6,2) = 6·5/2 = 15 and C(6,3) = 6·5·4/6 = 20, and they repeat in reverse order. The multiplet is a septet with integrated intensities

1 : 6 : 15 : 20 : 15 : 6 : 1.

Their sum is 2⁶ = 64, the number of configurations.

Equivalence matters here. Suppose four couplings were 110 Hz and two were 90 Hz, with no fluorine-fluorine coupling. The offsets would be 110a + 90b Hz, with a = −2, ..., 2 and b = −1, 0, 1. Two of them coincide only if 11 times a difference of a values equals 9 times a difference of b values. That requires the b difference to be a multiple of 11, and it is at most 2 in size, so both differences vanish. There would be 5·3 = 15 separate lines.

**(c) Numbers and corrections.** For J = 110 Hz the pattern is:

m = 0: offset 0 Hz, 31.25% of the total intensity
m = ±1: offset ±110 Hz, 23.4% each
m = ±2: offset ±220 Hz, 9.4% each
m = ±3: offset ±330 Hz, 1.6% each

The spacing is 110 Hz, or 110/80 = 1.375 ppm of the silicon frequency. The septet spans 6·110 = 660 Hz, or 8.25 ppm.

The neglected flip terms act in second order. Let I be the quantum number of the total fluorine spin and Δ = νS − νF. The state (+1/2, m) is coupled to (−1/2, m + 1), which lies lower by about hΔ. The state (−1/2, m) is coupled to (+1/2, m − 1), which lies higher by about hΔ. The squared matrix elements, divided by h², are (J²/4)[I(I+1) − m(m ± 1)], so the level shifts are

δE(+1/2, m)/h = +(J²/4Δ)[I(I+1) − m(m+1)],

δE(−1/2, m)/h = −(J²/4Δ)[I(I+1) − m(m−1)].

The line shift is the first minus the second. The terms linear in m cancel, leaving

δν = (J²/2Δ)[I(I+1) − m²].

The bracket is largest for I = 3, m = 0, where it equals 12. The largest shift is 6J²/Δ = 6·(110 Hz)²/(4.6×10⁸ Hz) = 1.6×10⁻⁴ Hz, about a millionth of the spacing.

Thermal polarization makes the fluorine configurations slightly unequal in population. Since νF is negative, an up spin has the lower energy, and the populations of up and down are in the ratio exp(h|νF|/kBT), where kB is Boltzmann's constant. The line m = +3 has six spins up and the line m = −3 has six down, so

intensity(+3)/intensity(−3) ≈ exp(6h|νF|/kBT) = 1 + 3.67×10⁻⁴ at 298 K.

This supposes that the sample starts in thermal equilibrium. The silicon polarization adds a smaller effect: it is proportional to the transition frequency νS + Jm, which raises the ratio by a further 6J/νS ≈ 8×10⁻⁶. This term has the sign of J: the excess becomes 3.76×10⁻⁴ for J = +110 Hz and 3.59×10⁻⁴ for J = −110 Hz. Either value is far too small to disturb the binomial pattern.

**(d) The meaning of non-exchanging.** Let each fluorine be replaced at rate k by another of random spin, independently of the others, with negligible time spent in any intermediate. Half of the replacements reverse the spin. Fluorine relaxation with time constant T₁ also reverses spins. A flip rate r makes the difference of up and down populations decay at rate 2r, so relaxation contributes r = 1/(2T₁). The total flip rate is

w = k/2 + 1/(2T₁).

A single fluorine shifts the silicon frequency by ±J/2, that is, by ±πJ in angular frequency. Let a₊ and a₋ be the parts of the average silicon signal for which this fluorine is now up or down. Then

da₊/dt = (iπJ − w)a₊ + w a₋,

da₋/dt = w a₊ + (−iπJ − w)a₋.

A solution proportional to exp(λt) requires a vanishing determinant:

(λ + w − iπJ)(λ + w + iπJ) − w² = 0,

(λ + w)² = w² − π²J².

For w < πJ this gives λ = −w ± iΩ, with Ω = √(π²J² − w²). Since the fluorines flip independently, the average over all six is the product of six single-fluorine averages, and the exponents add. With m + 3 plus signs and 3 − m minus signs, the sum is

−6w + 2imΩ.

Each of the seven components therefore decays at rate 6w. An exponential decay at rate R gives a Lorentzian with full width R/π at half height, so

added width = 6w/π,

spacing = Ω/π = √(J² − w²/π²).

When w is much smaller than πJ, the spacing is almost J and the intensities remain binomial. For larger w the amplitudes are complex. Starting from a₊ = a₋ = 1/2, the two single-fluorine exponentials have amplitudes (1 ∓ iw/Ω)/2, so component m acquires a phase of size 2|m| arctan(w/Ω). Its line is then a mixture of absorption and dispersion shapes, and the maxima of the spectrum lie closer to the centre than mΩ/π.

As an example of the slow regime, take k = 1 s⁻¹, T₁ = 1 s and a linewidth of 3 Hz from all other causes. Exchange adds 3k/π = 0.95 Hz and fluorine relaxation adds 3/(πT₁) = 0.95 Hz. The total width is 4.9 Hz, small beside the 110 Hz spacing, and seven separate peaks appear.

For faster exchange, leave out relaxation, so that w = k/2. The added width equals the spacing when

9k²/π² = J² − k²/(4π²),

37k²/(4π²) = J²,

k = 2πJ/√37 = 113.6 s⁻¹.

Width and spacing are then both 108.5 Hz. I computed the lineshape at this rate by solving numerically the linear rate equations for the seven fluorine configurations, grouped by n, with the same 3 Hz of other broadening. It has three maxima, at 0 and about ±86 Hz, although the signal still contains seven components. Here w/Ω = 1/6 and the outer components are 57° out of phase. The side maxima are barely more than shoulders: the dips beside them are about 0.2% of the central height, and with 10 Hz of other broadening only one maximum is left. Counting maxima would thus give the wrong number of fluorines.

For w > πJ all the exponents are real and no component is displaced from the centre. The same calculation at k = 6912 s⁻¹, where w = 10πJ, gives one peak. The visible structure is lost much earlier than w = πJ, which corresponds to k = 691 s⁻¹. With 3 Hz of other broadening the number of maxima falls from seven to five near k = 66 s⁻¹, to three near 86 s⁻¹ and to one near 116 s⁻¹. "Non-exchanging" therefore means that k is small compared with J, not that it is zero.

**Reading a real spectrum.** The coupling and the Larmor frequencies used here are rough typical values for this ion in a magnet near 9.4 T. The exchange rate, relaxation time and 3 Hz width are chosen values, not properties of a particular etching bath. Slow exchange has to be checked for each real bath, because the exchange rate depends on the composition and temperature of the solution. Within this model, raising k from 1 to about 114 s⁻¹ is enough to reduce seven peaks to three. Only ions containing ²⁹Si, roughly one in twenty at natural abundance, give the signal. This weakens the spectrum without changing its pattern.

Noise sets another limit. With equal linewidths the outer lines have about 1/20 of the central height, so a signal-to-noise ratio of 3 on them needs about 60 on the central line. If they are lost, five lines remain, with intensities 6:15:20:15:6. Relative to the centre these are 0.300 and 0.750. Four equivalent fluorines would give 1:4:6:4:1, with ratios 0.167 and 0.667. The intensities, and not the number of visible lines alone, then distinguish six fluorines from four.
